# Finite nuclear mass in the one-electron dipole operator and sum rule

## What symmetry fixes

An electron of charge $-e$ and mass $m$ at $\mathbf r_e$ and a nucleus of charge $Ze$ and mass $M$ at $\mathbf r_n$ have the dipole moment

$$\mathbf D=Ze\,\mathbf r_n-e\,\mathbf r_e .$$

It is linear in the positions. Once the centre of mass is split off, the one internal vector available is a multiple of $\mathbf r=\mathbf r_e-\mathbf r_n$. The internal dipole therefore has the form

$$\mathbf d=-e\,\kappa\,\mathbf r ,$$

where $\kappa$ is a pure number depending on $Z$ and $m/M$. Since $\mathbf D$ is linear in the charges, $\kappa$ is a first-degree polynomial in $Z$, and two special values determine it.

- For $Z=1$, $\mathbf D=-e(\mathbf r_e-\mathbf r_n)=-e\mathbf r$, so $\kappa=1$. Hence $\kappa=1+b(Z-1)$.
- If both particles had the same ratio of charge to mass, $\mathbf D$ would be proportional to $m\mathbf r_e+M\mathbf r_n$, which contains no internal motion. This happens at the formal value $Z=-M/m$, where $\kappa$ must vanish: $1-b(M+m)/m=0$, so $b=m/(M+m)$.

Thus $\kappa=1+(Z-1)m/(M+m)$. It remains to show that this operator governs radiative transitions, and to find what it does to the sum of oscillator strengths.

## Assumptions and theorem

Gaussian units are used. The motion is nonrelativistic, spin is left out, and the nucleus is a point. The interaction is a local function $V(r)$. The ion is initially at rest, the wavelength is long compared with its size, and the recoil energy is neglected. Define

$$\mathbf R=\frac{m\mathbf r_e+M\mathbf r_n}{M+m},\qquad \mu=\frac{mM}{M+m},\qquad x=\frac mM .$$

The internal states $|k\rangle$, with energies $E_k$, are eigenstates of the relative motion. Sums over $k$ include the continuum. Oscillator strengths are defined with the true electron mass and charge:

$$f_{k0}=\frac{2m}{\hbar^2e^2}(E_k-E_0)\,|\langle k|d_z|0\rangle|^2 .$$

**Theorem.** (a) Electric-dipole (E1) transitions between different internal states are governed by

$$\mathbf d=-e\kappa\mathbf r,\qquad \kappa=\frac{M+Zm}{M+m}=1+(Z-1)\frac{m}{M+m}.$$

(b) For any normalized bound state $|0\rangle$, the finite-mass Thomas-Reiche-Kuhn sum is

$$S=\sum_k f_{k0}=\kappa^2\frac m\mu=\frac{(M+Zm)^2}{M(M+m)} .$$

## Lemma 1: separation of the motion

**Statement.** With $\mathbf P$ and $\mathbf p$ the momenta conjugate to $\mathbf R$ and $\mathbf r$,

$$\mathbf p_e=\mathbf p+\frac{m}{M+m}\mathbf P,\qquad \mathbf p_n=-\mathbf p+\frac{M}{M+m}\mathbf P,$$

$$H=\frac{P^2}{2(M+m)}+\frac{p^2}{2\mu}+V(r).$$

**Proof.** The chain rule gives

$$\nabla_e=\frac{m}{M+m}\nabla_R+\nabla_r,\qquad \nabla_n=\frac{M}{M+m}\nabla_R-\nabla_r .$$

Multiplication by $-i\hbar$ gives the momenta. Their squares are

$$\frac{p_e^2}{2m}=\frac{p^2}{2m}+\frac{\mathbf p\cdot\mathbf P}{M+m}+\frac{mP^2}{2(M+m)^2},$$

$$\frac{p_n^2}{2M}=\frac{p^2}{2M}-\frac{\mathbf p\cdot\mathbf P}{M+m}+\frac{MP^2}{2(M+m)^2}.$$

In the sum the cross terms cancel, the $P^2$ terms combine to $P^2/2(M+m)$, and $1/m+1/M=1/\mu$. ∎

## Lemma 2: momentum and position elements

**Statement.** With $\omega_{k0}=(E_k-E_0)/\hbar$,

$$\langle k|\mathbf p|0\rangle=i\mu\omega_{k0}\langle k|\mathbf r|0\rangle .$$

**Proof.** Let $H_{\rm int}=p^2/2\mu+V(r)$. A local $V$ commutes with $\mathbf r$, so $[\mathbf r,H_{\rm int}]=i\hbar\mathbf p/\mu$. The element of the left side between $\langle k|$ and $|0\rangle$ is $(E_0-E_k)\langle k|\mathbf r|0\rangle$. Dividing by $i\hbar/\mu$, and using $-1/i=i$, gives the result. ∎

## Proof of part (a)

Minimal coupling replaces each momentum $\mathbf p_i$ by $\mathbf p_i-q_i\mathbf A(\mathbf r_i)/c$. In the gauge $\nabla\cdot\mathbf A=0$ the term linear in the field is $-\sum_i q_i\mathbf A(\mathbf r_i)\cdot\mathbf p_i/(m_ic)$. At long wavelength $\mathbf A$ hardly varies across the ion, and it may be taken at $\mathbf R$:

$$H'=-\frac1c\,\mathbf A(\mathbf R)\cdot\mathbf J,\qquad \mathbf J=\frac{Ze}{M}\mathbf p_n-\frac em\mathbf p_e .$$

Inserting Lemma 1,

$$\mathbf J=\frac{(Z-1)e}{M+m}\mathbf P-e\left(\frac1m+\frac ZM\right)\mathbf p .$$

The first term acts on the centre-of-mass motion alone. Between different internal states its element contains $\langle k|0\rangle=0$. In the second term,

$$\frac1m+\frac ZM=\frac{M+Zm}{mM}=\frac{M+Zm}{M+m}\,\frac{M+m}{mM}=\frac{\kappa}{\mu}.$$

Lemma 2 then gives

$$\langle k|\mathbf J|0\rangle=-\frac{e\kappa}{\mu}\,i\mu\omega_{k0}\langle k|\mathbf r|0\rangle=i\omega_{k0}\langle k|(-e\kappa\mathbf r)|0\rangle .$$

For absorption the relevant part of $\mathbf A$ varies as $e^{-i\omega t}$, so $\mathbf E=-c^{-1}\partial\mathbf A/\partial t=i\omega\mathbf A/c$. On resonance, $\omega=\omega_{k0}$, the coupling is therefore $-\mathbf E\cdot\mathbf d$ with $\mathbf d=-e\kappa\mathbf r$. Emission follows from the Hermitian conjugate. ∎

**Remark: the meaning of the factor.** Inverting the definitions of $\mathbf r$ and $\mathbf R$ gives

$$\mathbf r_e=\mathbf R+\frac{M}{M+m}\mathbf r,\qquad \mathbf r_n=\mathbf R-\frac{m}{M+m}\mathbf r,$$

and therefore

$$\mathbf D=(Z-1)e\mathbf R-e\,\frac{M+Zm}{M+m}\,\mathbf r .$$

The electron supplies the part $M/(M+m)$ of $\kappa$ and the nucleus the part $Zm/(M+m)$. The nucleus moves opposite to the electron but also carries the opposite charge, so the two contributions add. As $M\to\infty$ at fixed $Z$, $\kappa\to1$.

**Remark: the choice of origin.** Measured from the nucleus, the dipole is

$$\mathbf D-(Z-1)e\,\mathbf r_n=-e\mathbf r,$$

with no correction factor. This is not the transition operator of an ion. Moving the origin by a constant vector is harmless, because a constant has no element between orthogonal states. But $\mathbf r_n$ is an operator containing $-m\mathbf r/(M+m)$, and subtracting it removes a real part of the internal dipole. For $Z=1$ the total charge is zero and the difficulty disappears.

**Remark: the velocity form.** The factor depends on the operator it multiplies. The internal current is $-e\kappa\,\mathbf p/\mu$, but written with the electron mass it is $-e(1+Zm/M)\,\mathbf p/m$. The number $\kappa$ belongs to $\mathbf r$ or to $\mathbf p/\mu$, not to $\mathbf p/m$.

## Proof of part (b)

Since $V$ commutes with $z$, we have $[H_{\rm int},z]=-i\hbar p_z/\mu$, and hence

$$[z,[H_{\rm int},z]]=-\frac{i\hbar}{\mu}[z,p_z]=-\frac{i\hbar}{\mu}\,i\hbar=\frac{\hbar^2}{\mu}.$$

Written out, the double commutator is $2zH_{\rm int}z-z^2H_{\rm int}-H_{\rm int}z^2$. Take its expectation value in $|0\rangle$ and insert the complete set of internal states between the two factors $z$:

$$\frac{\hbar^2}{\mu}=2\sum_kE_k|\langle k|z|0\rangle|^2-2E_0\sum_k|\langle k|z|0\rangle|^2 .$$

Therefore

$$\sum_k(E_k-E_0)|\langle k|z|0\rangle|^2=\frac{\hbar^2}{2\mu}.$$

Since $|\langle k|d_z|0\rangle|^2=e^2\kappa^2|\langle k|z|0\rangle|^2$,

$$S=\frac{2m}{\hbar^2e^2}\,e^2\kappa^2\,\frac{\hbar^2}{2\mu}=\kappa^2\frac m\mu=\frac{(M+Zm)^2}{(M+m)^2}\,\frac{M+m}{M}=\frac{(M+Zm)^2}{M(M+m)}.\qquad∎$$

In terms of $x=m/M$ this is $S=(1+Zx)^2/(1+x)$. The identity $(1+Zx)^2=(1+x)[1+(2Z-1)x]+(Z-1)^2x^2$ turns it into

$$S=1+(2Z-1)x+\frac{(Z-1)^2x^2}{1+x}.$$

For $Z=1$ the sum is $1+x=m/\mu$: the dipole factor is one, but the light is absorbed by a relative motion of mass $\mu<m$.

**Remark: where the strength goes.** Apply the same double commutator to the total dipole $D_z$ and the full Hamiltonian. Each particle contributes $\hbar^2q_i^2/m_i$, and with the prefactor of $f$ the total strength is

$$\frac{2m}{\hbar^2e^2}\,\frac{\hbar^2}{2}\left(\frac{e^2}{m}+\frac{Z^2e^2}{M}\right)=1+Z^2x .$$

The centre of mass carries charge $(Z-1)e$ and mass $M+m$, so its share is $(Z-1)^2m/(M+m)=(Z-1)^2x/(1+x)$. The remainder is

$$\frac{(1+Z^2x)(1+x)-(Z-1)^2x}{1+x}=\frac{1+2Zx+Z^2x^2}{1+x}=S .$$

The share of the centre of mass becomes a visible line if the ion is held in a harmonic trap of frequency $\Omega$ that acts on $\mathbf R$ alone. The first excitation then has energy $\hbar\Omega$ and $|\langle1|R_z|0\rangle|^2=\hbar/[2(M+m)\Omega]$. Its strength is

$$\frac{2m}{\hbar^2e^2}\,\hbar\Omega\,(Z-1)^2e^2\,\frac{\hbar}{2(M+m)\Omega}=(Z-1)^2\frac{m}{M+m},$$

independent of $\Omega$. A real electric trap acts on the charges and so couples $\mathbf R$ to $\mathbf r$. The strength then acquires a relative correction of order $(M/m)(\Omega/\omega)^2$, with $\omega$ an internal frequency, which is negligible for an atomic ion in a radio-frequency trap.

## Corollary: Coulomb lines

Let $V=-Ze^2/r$ and compare with the same ion at infinite nuclear mass. Put $\mathbf r=(m/\mu)\boldsymbol\rho$, so that $\mathbf p=(\mu/m)\boldsymbol\pi$ with $\boldsymbol\pi$ conjugate to $\boldsymbol\rho$. Then

$$\frac{p^2}{2\mu}-\frac{Ze^2}{r}=\frac\mu m\left(\frac{\pi^2}{2m}-\frac{Ze^2}{\rho}\right).$$

The bracket is the Hamiltonian for infinite $M$. Energies are therefore multiplied by $\mu/m=1/(1+x)$ and lengths by $1+x$. With $\kappa=(1+Zx)/(1+x)$, dipole elements are multiplied by

$$(1+x)\,\frac{1+Zx}{1+x}=1+Zx .$$

Each oscillator strength, being energy times dipole squared, is multiplied by $(1+Zx)^2/(1+x)$. This is the factor found for the sum.

The decay rate follows from the golden rule. In a volume $\mathcal V$, the zero-point energy $\hbar\omega/2$ of a mode equals $\mathcal V\langle E^2\rangle/4\pi$, so the squared field element for emitting one photon is $2\pi\hbar\omega/\mathcal V$. Summing over modes,

$$A=\frac{2\pi}{\hbar}\int\frac{\mathcal V\,d^3k}{(2\pi)^3}\sum_{\boldsymbol\epsilon}\frac{2\pi\hbar\omega_k}{\mathcal V}|\boldsymbol\epsilon\cdot\mathbf d|^2\,\delta(\hbar ck-\hbar\omega).$$

Here $\omega_k=ck$, and $\mathbf d$ now denotes the transition element. The integral over $k$ gives $\omega^2/(\hbar c^3)$. The two polarizations give $|\mathbf d|^2-|\hat{\mathbf k}\cdot\mathbf d|^2$. This is $|\mathbf d|^2\sin^2\theta$ for a real element, as for $m_\ell=0$, and $|\mathbf d|^2(1+\cos^2\theta)/2$ for $m_\ell=\pm1$. The average of $|\hat{\mathbf k}\cdot\mathbf d|^2$ over directions is $|\mathbf d|^2/3$ in every case, so the integral is $8\pi|\mathbf d|^2/3$. Hence

$$A=4\pi^2\omega\,\frac{1}{8\pi^3}\,\frac{\omega^2}{\hbar c^3}\,\frac{8\pi}{3}|\mathbf d|^2=\frac{4\omega^3|\mathbf d|^2}{3\hbar c^3}.$$

Its mass factor is

$$\frac{A}{A_\infty}=\frac{(1+Zx)^2}{(1+x)^3}=1+(2Z-3)x+O(x^2).$$

At $Z=1$ the lower frequency wins and the rate falls. At $Z=2$ the larger dipole wins and the rate rises, as long as $x<(1+\sqrt5)/2$, which covers every real nucleus.

## Worked example

**A heavy correction.** Take $M=3m$, $Z=2$ and, in place of the Coulomb attraction, an anharmonic bond on a line. Then $\kappa=1+1/4=1.25$, and the factor relative to $p/m$ is $1+2/3=1.667$. The total strength is $1+4/3=2.333$, the centre of mass takes $1/4$, and the internal lines keep $2.083$. The numerical check holds the centre of mass in a harmonic trap and diagonalizes the two-particle Hamiltonian in laboratory coordinates. This gives the total strength and the strength of the centre-of-mass line directly, and the internal strength as their difference. The two factors follow on dividing the laboratory dipole and current elements of the lowest internal line by the elements of $r$ and $p/m$ from a separate calculation of the relative motion with mass $\mu$. All five numbers are reproduced.

**The 1s-2p line.** For infinite $M$, let $a_0=\hbar^2/(me^2)$ and measure $r$ in units of $a_0/Z$. The radial functions are $2e^{-r}$ and $re^{-r/2}/(2\sqrt6)$, and the angular integral for the 2p state with $m_\ell=0$ is $1/\sqrt3$. Therefore

$$z_\infty=\frac{a_0}{Z}\,\frac{1}{\sqrt3}\,\frac{1}{\sqrt6}\int_0^\infty r^4e^{-3r/2}dr=\frac{a_0}{Z}\,\frac{24}{\sqrt{18}}\left(\frac23\right)^5=0.74494\,\frac{a_0}{Z}.$$

The transition energy is $\tfrac12Z^2(1-\tfrac14)=\tfrac38Z^2$ in units of $e^2/a_0$. In these units the oscillator strength is $2\times\tfrac38\times0.74494^2=0.4162$, independent of $Z$.

**Hydrogen.** Here $x=544.6$ ppm and $\kappa=1$. The transition energy falls from 10.204 to 10.199 eV, a change of $-544.3$ ppm. The dipole element, the oscillator strength and the full sum each rise by 544.6 ppm; the sum is 1.000545. The decay rate at infinite nuclear mass is $6.268\times10^8\ \mathrm{s^{-1}}$, and finite mass lowers it by 544.3 ppm, to $6.265\times10^8\ \mathrm{s^{-1}}$.

**Singly ionized helium-4.** Here $x=137.1$ ppm and $\kappa-1=x/(1+x)=137.1$ ppm. The changes relative to infinite nuclear mass are:

- transition energy: $-137.1$ ppm, from 40.817 to 40.811 eV (nonrelativistic values; relativistic and Lamb-shift corrections raise the 2p$_{1/2}$ and 2p$_{3/2}$ lines to about 40.813 and 40.814 eV);
- dipole element: $Zx=2\times137.1=274.2$ ppm;
- oscillator strength and full sum: $(2Z-1)x=3\times137.1=411.3$ ppm, so $S=1.000411$;
- decay rate: $3(-137.1)+2(274.2)=+137.1$ ppm, on a rate of $1.003\times10^{10}\ \mathrm{s^{-1}}$.

Without $\kappa$ the rate would change by $-137.1$ ppm. For this ion the factor reverses the sign of the mass correction.

## Where the result stops

The quoted changes are mass corrections within the nonrelativistic model. Relativistic corrections have the relative scale $(Z\alpha)^2$, with $\alpha=e^2/\hbar c$. This scale is 53 ppm for hydrogen and 213 ppm for the helium ion. The coefficients are smaller than one. The Dirac rate at infinite nuclear mass, with retardation included, differs from the nonrelativistic one by $+0.118(Z\alpha)^2$ for 2p$_{1/2}$ and $-0.231(Z\alpha)^2$ for 2p$_{3/2}$. For the helium ion these are $+25$ and $-49$ ppm, smaller than the mass correction of $+137$ ppm but not negligible beside it. An absolute rate at the ppm level needs both, and also radiative corrections: the Lamb shift of the 1s level alone moves the transition energy by a few ppm in hydrogen and by more in the helium ion.

The size of the ion is about $a_0/Z$ and its photon energies are about $Z^2e^2/a_0$, so the ratio of size to reduced wavelength is of order $Z\alpha$. For the line above, keeping the factor $e^{-i\mathbf k\cdot\mathbf r}$ in the nonrelativistic $\mathbf A\cdot\mathbf p$ coupling changes the rate by $-(Z\alpha)^2/4$, that is $-13$ ppm for hydrogen and $-53$ ppm for the helium ion; this is already contained in the Dirac figures. The dipole approximation is thus good to that level for this line, but it fails for sufficiently energetic continuum states. The sum $S$ remains an identity for the elements of $\mathbf d$; it is not a statement about the full absorption at such energies.

An ion at rest that emits a photon recoils with momentum $\hbar\omega/c$. The recoil energy, relative to the photon energy, is about $\hbar\omega/[2(M+m)c^2]$. For 1s-2p, $\hbar\omega\approx\tfrac38Z^2\alpha^2mc^2$, so this ratio is about $\tfrac{3}{16}(Z\alpha)^2x$, far below the corrections of order $x$ kept here.

Finally, both Lemma 2 and part (b) use $[V,\mathbf r]=0$. A momentum-dependent or nonlocal interaction adds a term to the commutator of Lemma 2. In general it also adds a term to the double commutator, and the stated sum then no longer follows. An interaction linear in the momentum, such as a term proportional to $L_z$, is an exception: its commutator with a coordinate depends on position alone, so the double commutator and the sum are unchanged.

The numerical check tests the operator, the sum and the Coulomb scaling factors.

## Numbers as computed

```
Two-particle model: M/m = 3.0, Z = 2, trap frequency = 0.9 (model unit)
internal excitation energy (model unit): 1.425513
dipole element / relative-coordinate element: 1.250000
current element / (p/m) element: 1.666667
strength of all lines: 2.333333
strength of centre-of-mass line: 0.250000
strength of internal lines: 2.083333
H: Z = 1, M/m = 1836.152673, m/M = 544.617 ppm
  kappa - 1: 0.000 ppm
  1s-2p energy, infinite M: 10.204270 eV
  1s-2p energy, finite M: 10.198715 eV
  energy change: -544.321 ppm
  |z(2p,1s)|, infinite M: 0.74493554 bohr
  |z(2p,1s)|, finite M: 0.74534124 bohr
  |d(2p,1s)|, finite M: 0.74534124 e*bohr
  dipole element change: 544.617 ppm
  f(1s-2p), infinite M: 0.41619672
  f(1s-2p), finite M: 0.41642339
  sum of f from 1s, infinite M: 1.00000000
  sum of f from 1s, finite M: 1.00054462
  change of f and of the sum: 544.617 and 544.617 ppm
  2p-1s decay rate, infinite M: 6.268315e+08 1/s
  2p-1s decay rate, finite M: 6.264903e+08 1/s
  decay rate change: -544.321 ppm
  rate change if kappa were left out: -544.321 ppm
  (Z*alpha)^2: 53.3 ppm
4He+: Z = 2, M/m = 7294.299542, m/M = 137.093 ppm
  kappa - 1: 137.075 ppm
  1s-2p energy, infinite M: 40.817079 eV
  1s-2p energy, finite M: 40.811484 eV
  energy change: -137.075 ppm
  |z(2p,1s)|, infinite M: 0.37246777 bohr
  |z(2p,1s)|, finite M: 0.37251883 bohr
  |d(2p,1s)|, finite M: 0.37256990 e*bohr
  dipole element change: 274.187 ppm
  f(1s-2p), infinite M: 0.41619672
  f(1s-2p), finite M: 0.41636790
  sum of f from 1s, infinite M: 1.00000000
  sum of f from 1s, finite M: 1.00041130
  change of f and of the sum: 411.299 and 411.299 ppm
  2p-1s decay rate, infinite M: 1.002930e+10 1/s
  2p-1s decay rate, finite M: 1.003068e+10 1/s
  decay rate change: 137.056 ppm
  rate change if kappa were left out: -137.075 ppm
  (Z*alpha)^2: 213.0 ppm
```
